# Stripe-domain width and single-domain radius in hard magnets

**Question.** A film of a hard magnet, with its easy axis along the film normal, divides into stripes magnetized alternately up and down. How wide are the stripes, and how does their width scale with film thickness? Below what radius does a small sphere of the same material prefer not to divide at all, and how reliable is the numerical factor in that radius?

**Answer.** For straight stripes of equal width, in a film thick compared with the stripes but not so thick that the domains subdivide near the faces, the stripe width grows as the square root of the thickness. The radius of the sphere scales as $\sqrt{AK}/(\mu_0M_s^2)$, with a factor of 36 if division is guessed to halve the magnetostatic energy and 35 when the magnetostatic energy of the divided sphere is computed. Both results come from one competition: dividing the magnet reduces its stray-field energy but costs domain walls.

Here $A$ is the exchange stiffness, $K$ the anisotropy constant and $M_s$ the magnetization, in SI units. With $\mathbf m=\mathbf M/M_s$ and $\theta$ the angle between $\mathbf m$ and the easy axis, the energy density is $A|\nabla\mathbf m|^2+K\sin^2\theta$, plus the magnetostatic part. The material is hard, meaning $2K\gg\mu_0M_s^2$, and no field is applied.

## What a wall costs

Across a plane wall with normal $x$, let the magnetization turn from $\theta=0$ to $\theta=\pi$ while staying parallel to the wall plane. Then $\nabla\cdot\mathbf M=0$ inside the wall, so the wall carries no volume charge. Its energy per area is

$$
\sigma=\int_{-\infty}^{\infty}\left(A\theta'^2+K\sin^2\theta\right)dx .
$$

Completing the square gives

$$
A\theta'^2+K\sin^2\theta=
\left(\sqrt A\,\theta'-\sqrt K\sin\theta\right)^2
+2\sqrt{AK}\,\theta'\sin\theta .
$$

The last term integrates to $2\sqrt{AK}\int_0^\pi\sin\theta\,d\theta=4\sqrt{AK}$, whatever the profile. The square cannot be negative, and it vanishes if $\theta'=\sqrt{K/A}\,\sin\theta$. This equation has a solution running from $0$ to $\pi$, so the minimum is

$$
\sigma=4\sqrt{AK}.
$$

The slope at the wall centre is $\sqrt{K/A}$. A straight line with that slope covers the angle $\pi$ over the distance $\delta=\pi\sqrt{A/K}$, which serves as the wall width.

Comparing $\sigma$, an energy per area, with $\mu_0M_s^2$, an energy per volume, gives the length that governs both problems:

$$
l=\frac{\sigma}{\mu_0M_s^2}.
$$

From here on, walls are treated as thin surfaces of energy $\sigma$, and the magnetization inside each domain is held rigidly along the easy axis.

## What the stripes save

Write the stray field as $\mathbf H=-\nabla\Phi$. The magnetostatic energy is $-\frac{\mu_0}{2}\int\mathbf M\cdot\mathbf H\,dV$. Integrating by parts, with no volume charge, turns it into

$$
E_m=\frac{\mu_0}{2}\oint\sigma_m\Phi\,dS,\qquad
\sigma_m=\mathbf M\cdot\mathbf n,
$$

where $\mathbf n$ is the outward normal. For straight stripes of equal width $w$, the charge on the top face is a square wave $\pm M_s$ of period $2w$. Its sine coefficients are

$$
\sigma_n=\frac2w\int_0^wM_s\sin\frac{n\pi x}{w}\,dx=\frac{4M_s}{n\pi}
\quad(n\ \text{odd}),
$$

and they vanish for even $n$. The bottom face, a distance $t$ below, carries the opposite charge.

A single sheet with charge $\sigma_n\sin kx$, where $k=n\pi/w$, produces a potential that satisfies Laplace's equation away from the sheet and decays on both sides as $e^{-k|z|}$. The normal field jumps by the surface charge, so the amplitude $a$ obeys $2ka=\sigma_n$, or $a=\sigma_n/(2k)$. On the top face the other sheet subtracts $e^{-kt}$ times this amplitude:

$$
\Phi_n=\frac{\sigma_n}{2k}\left(1-e^{-kt}\right)\sin kx .
$$

On the bottom face both charge and potential change sign, so the two faces contribute equally. Different harmonics average to zero against each other, and $\sin^2kx$ averages to $1/2$. The magnetostatic energy per film area is therefore

$$
e_m=\frac{\mu_0}{2}\cdot2\sum_{n\,\rm odd}\frac{\sigma_n^2}{4k}\left(1-e^{-kt}\right)
=\frac{4\mu_0M_s^2w}{\pi^3}\sum_{n\,\rm odd}\frac{1-e^{-n\pi t/w}}{n^3}.
$$

If $t$ is well above $w$, the exponentials can be dropped: the two faces no longer feel each other. The sum over all $n^{-3}$ is $\zeta(3)$ and the even terms contribute $\zeta(3)/8$, so the odd terms give $7\zeta(3)/8$. Hence

$$
e_m\simeq c\,\mu_0M_s^2w,\qquad c=\frac{7\zeta(3)}{2\pi^3}=0.1357 .
$$

The field of each face falls off at least as fast as $e^{-\pi|z|/w}$, over about a third of a stripe width, which is why narrow stripes are magnetostatically cheap.

## The square-root law

There is one wall per width $w$, and each has height $t$. The wall energy per film area is thus $\sigma t/w$, and the total is

$$
e(w)=\frac{\sigma t}{w}+c\,\mu_0M_s^2w .
$$

Setting the derivative to zero,

$$
-\frac{\sigma t}{w^2}+c\,\mu_0M_s^2=0
\quad\Longrightarrow\quad
w=\sqrt{\frac{l\,t}{c}}=2.71\sqrt{l\,t}.
$$

The second derivative, $2\sigma t/w^3$, is positive, so this is a minimum. This is Kittel's law. The exponent $1/2$ arises because wall area grows with thickness while the charged faces do not. At the minimum both terms equal $\sqrt{c\,\sigma\mu_0M_s^2t}$, so the energy per area grows as $\sqrt t$. A uniformly magnetized film has $H=-M_s$ inside and energy $\mu_0M_s^2t/2$ per area, which grows as $t$.

The law gives $w<t$ if $t>l/c=7.4\,l$. To see what happens near and below this thickness, keep the exponentials. With $x=\pi t/w$, differentiation of the full energy gives

$$
\frac{l\,t}{w^2}=\frac4{\pi^3}\sum_{n\,\rm odd}
\frac{1-(1+nx)e^{-nx}}{n^3}.
$$

Since $(1+y)e^{-y}<1$ for $y>0$, the right side is positive but smaller than $c$. The actual width in this model therefore exceeds the square-root value. The excess is exponentially small in $t/w$ for thick films.

In the opposite limit, $x\ll1$, expansion of the exponential turns each term with $n\ll1/x$ into $x^2/(2n)$, while the $n^{-3}$ factor cuts off the terms beyond $n\sim1/x$. The sum of $1/n$ over odd $n$ up to $1/x$ is $\frac12\ln(1/x)$ plus a constant, so

$$
\frac{l\,t}{w^2}\simeq\frac4{\pi^3}\,\frac{\pi^2t^2}{4w^2}
\left[\ln\frac wt+\text{const}\right]
\quad\Longrightarrow\quad
w\propto t\,e^{\pi l/t}.
$$

In this model very thin films thus have very wide stripes. The form above needs $t$ below about $l$, while the sharp-edged charge pattern needs $t$ well above the wall width $\delta$. Since $l/\delta=(2/\pi)\,2K/(\mu_0M_s^2)$, only a very hard magnet leaves much room between the two. The width falls with thickness at first, passes through a minimum, and then rises towards the square-root law.

## When a sphere stays whole

In a sphere of radius $R$ the size sets both the wall area and the stray field. Consider first uniform magnetization along $z$. The potential is $M_sz/3$ inside and $M_sR^3\cos\vartheta/(3r^2)$ outside, with $\vartheta$ measured from $z$. The two agree at $r=R$. The outward field is $2M_s\cos\vartheta/3$ just outside and $-M_s\cos\vartheta/3$ just inside, and the difference is the surface charge $M_s\cos\vartheta$, as required. The inner field is therefore $-\mathbf M/3$, and

$$
E_1=\frac{\mu_0}{2}\,\frac{M_s^2}{3}\,\frac{4\pi R^3}{3}
=\frac{2\pi}{9}\mu_0M_s^2R^3 .
$$

Now divide the sphere through its centre by a plane wall containing the easy axis, with the halves magnetized oppositely. The wall has area $\pi R^2$. Let the magnetostatic energy be $\alpha E_1$. The divided and uniform states have equal energy when

$$
4\pi\sqrt{AK}\,R^2=(1-\alpha)\frac{2\pi}{9}\mu_0M_s^2R^3,
$$

which gives

$$
R_c=\frac{18}{1-\alpha}\,\frac{\sqrt{AK}}{\mu_0M_s^2}.
$$

Wall energy grows as $R^2$ and the magnetostatic saving as $R^3$, so the uniform state wins below $R_c$ and the divided state above it. The simple guess that division halves the magnetostatic energy, $\alpha=1/2$, yields the factor 36. Since $36\sqrt{AK}=9\sigma$, the estimate can also be written $R_c=9\,l$.

## How good is the factor 36?

The guess can be replaced by a calculation. Put the polar axis along the wall normal, let $u$ be the cosine of the polar angle, and measure the azimuth $\psi$ from the magnetization direction. The surface charge is

$$
\sigma_m=M_s\,s(u)\sqrt{1-u^2}\cos\psi,
$$

with $s=+1$ on one half and $s=-1$ on the other. The functions $\sqrt{1-u^2}\,P_l'(u)\cos\psi$ are surface harmonics of degree $l$, where $P_l$ is a Legendre polynomial and the index $l$ is not the length defined above. Legendre's equation, $[(1-u^2)P_l']'=-l(l+1)P_l$, and one integration by parts give their orthogonality:

$$
\int_{-1}^1(1-u^2)P_l'P_m'\,du=N_l\,\delta_{lm},\qquad
N_l=\frac{2l(l+1)}{2l+1}.
$$

The expansion coefficients of the charge are therefore $M_sI_l/N_l$, with $I_l=\int_{-1}^1s(u)(1-u^2)P_l'\,du$.

A charge harmonic of degree $l$ has a potential varying as $r^l$ inside and $r^{-l-1}$ outside. The jump in the radial field is $(2l+1)/R$ times the surface potential, so that potential is $R/(2l+1)$ times the charge. With $dS=R^2du\,d\psi$ and $\int\cos^2\psi\,d\psi=\pi$,

$$
E_m=\frac{\mu_0}{2}\pi M_s^2R^3\sum_l\frac{I_l^2}{N_l(2l+1)}
=\frac\pi2\mu_0M_s^2R^3\sum_l\frac{I_l^2}{2l(l+1)} .
$$

For the uniform sphere, $s=1$ everywhere, only $I_1=4/3$ survives, and the formula returns $E_1$.

For the divided sphere $s$ is odd in $u$. Then only even $l$ contribute, because $P_l'$ must be odd as well. Define $J_l=\int_0^1uP_l\,du$. Multiplying Legendre's equation by $u$ and integrating by parts, with vanishing boundary terms, gives

$$
l(l+1)J_l=\int_0^1(1-u^2)P_l'\,du=\frac{I_l}{2}.
$$

A second integration by parts, now moving the derivative off $P_l$, gives

$$
\int_0^1(1-u^2)P_l'\,du=-P_l(0)+2J_l .
$$

Equating the two expressions and using $l(l+1)-2=(l-1)(l+2)$,

$$
J_l=-\frac{P_l(0)}{(l-1)(l+2)},\qquad
I_l=-\frac{2l(l+1)P_l(0)}{(l-1)(l+2)} .
$$

Division of $E_m$ by $E_1$ supplies the prefactor $(\pi/2)/(2\pi/9)=9/4$, so

$$
\alpha=\frac92\sum_{l=2,4,\ldots}
\frac{l(l+1)\,P_l(0)^2}{(l-1)^2(l+2)^2}=0.4854 .
$$

The first term, with $P_2(0)=-1/2$, already contributes $0.4219$. The numerical check obtains the same $\alpha$ from a direct Coulomb integral between the two hemispheres. The coefficient becomes $18/(1-0.4854)=34.98$, so the estimate of 36 is 2.9 % above the value for this plane-wall model.

## Numbers for a model magnet

Take the round parameters $A=10$ pJ/m, $K=4$ MJ/m³ and $M_s=0.8$ MA/m, which are not meant to represent a particular material. Then $\mu_0M_s^2=0.804$ MJ/m³ and $\sqrt{AK}=6.325$ mJ/m². It follows that

$$
\sigma=4\times6.325=25.3\ \text{mJ/m}^2,\qquad
l=\frac{0.0253\ \text{J/m}^2}{0.804\times10^6\ \text{J/m}^3}=31.5\ \text{nm}.
$$

The wall width is $\delta=5.0$ nm. For a film 1000 nm thick, the square-root law gives

$$
w=2.7147\sqrt{31.456\times1000}\ \text{nm}=481\ \text{nm}.
$$

Minimizing the energy with the exponentials retained gives the third column below. The local exponent is $d\ln w/d\ln t$ for that minimized width.

| $t$ (nm) | law (nm) | minimized (nm) | exponent |
|---:|---:|---:|---:|
| 100 | 152 | 239 | −0.13 |
| 250 | 241 | 269 | 0.31 |
| 1000 | 481 | 484 | 0.48 |
| 4000 | 963 | 963 | 0.50 |

The law is 0.5 % low at 1000 nm, in the sense that the minimized width exceeds it by that fraction. At 250 nm, close to $7.4\,l$, the excess is 12 %, and at 100 nm it is 57 %. The negative exponent in the thinnest film belongs to the branch on which stripes widen as the film is thinned.

At 1000 nm the walls cost 52.3 mJ/m² and the stray field 52.8 mJ/m². Their sum, 105 mJ/m², is about a quarter of the 402 mJ/m² of the uniform film. The two parts are not quite equal because the equality belongs to the limit without exponentials.

For the sphere, the estimate with $\alpha=1/2$ gives

$$
R_c=36\times\frac{6.325\times10^{-3}}{0.8042\times10^6}\ \text{m}=283\ \text{nm},
$$

and the computed $\alpha$ gives 275 nm. Either way the single-domain radius is about 0.28 µm. At fixed $A$ and $K$, halving $M_s$ would quadruple it; at fixed $A$ and $M_s$, doubling $K$ would raise it by $\sqrt2$.

## Where the estimates stop

**Hardness.** Dividing the estimated radius by the wall width gives

$$
\frac{R_c}{\delta}=\frac{36}{\pi}\,\frac{K}{\mu_0M_s^2}
=\frac{18}{\pi}\,\frac{2K}{\mu_0M_s^2}.
$$

In the example $2K/(\mu_0M_s^2)=9.95$, and the computed radius is 55 wall widths, so a thin wall is a sound picture. In a soft particle it is not. The formula would send $R_c$ to zero as $K\to0$, although turning the magnetization across a particle of size $R$ still costs an exchange energy density of order $A/R^2$. A soft particle needs a different calculation.

Even in a hard magnet the domains are not perfectly rigid. A transverse stray field of order $M_s$ tilts the magnetization by roughly $\mu_0M_s^2/(2K)$, here about 0.1 rad. This relaxation and the stray field of the wall itself are left out, and the relaxation is not negligible beside the step from 36 to 35. To first order it lowers the energy by $\mu_0M_s^2/(2K)$ times the energy of the transverse field inside the magnet. The uniform sphere has no transverse field and gains nothing. In the divided sphere the $l=2$ harmonic keeps $l/(2l+1)=2/5$ of its field energy inside, and half of that is transverse to the easy axis, because its inner potential is proportional to the product of the coordinates along the wall normal and along the easy axis. This term alone gains $0.10\times0.42\times\frac15=0.0085\,E_1$ and moves the coefficient from 34.98 to 34.4; higher harmonics lower it a little further. For this magnet the value 35 therefore belongs to the rigid-domain model, and the effects left out shift it by a few per cent. The film is affected too. In a thick film each harmonic keeps half of its field energy inside, and half of that is transverse, so the tilt lowers $c$ by about $0.10/4=2.5$ % and widens the stripes by about 1.2 %. That is more than the 0.5 % excess at 1000 nm, so the last digits of the tabulated widths also belong to the rigid-domain model.

**Domain shape.** The film calculation compares straight stripes of equal width. In a very thick film the surface energy $c\,\mu_0M_s^2w$ itself grows as $\sqrt t$, and it can become worthwhile to split the domains into finer ones near the faces. The square-root law then no longer describes the pattern. The thickness at which this starts is not determined here.

**Equal energy is not switching.** The radius $R_c$ marks equality between two chosen states. Above it the uniform state is not the lowest in this model; below it, the comparison does not exclude some third state of lower energy. Nor does a uniform particle have to divide as soon as $R$ exceeds $R_c$.

To see this, move the plane wall from the centre to a distance $dR$, with $0\le d\le1$. Its area becomes $\pi R^2(1-d^2)$. At $R=R_c$ the central wall costs $(1-\alpha)E_1$, so the energy along the path is

$$
\frac{E(d)}{E_1}=\alpha(d)+(1-\alpha)(1-d^2),
$$

where $\alpha(d)$ follows from the same harmonic sum with the sign change of $s$ placed at $u=d$. Both ends have $E=E_1$. At every sampled position between them the energy is higher, by up to $0.116\,E_1$, with the highest sampled point at $d=0.70$.

The rise near the uniform end has a simple origin. A thin reversed cap of height $\epsilon R$ needs a wall of area about $2\pi\epsilon R^2$, but its volume is only about $\pi\epsilon^2R^3$. For small $\epsilon$ the wall cost, linear in $\epsilon$, outweighs any magnetostatic gain, which scales with the volume. Other reversal paths may have lower barriers, so this calculation gives neither a switching field nor a lifetime. The single-domain radius says which of the two states has the lower energy, while the history of the particle decides which one it occupies.

## Numbers as computed

```
exchange stiffness A = 10.0 pJ/m
anisotropy constant K = 4.00 MJ/m^3
magnetization Ms = 0.80 MA/m
mu0 Ms^2 = 0.8042 MJ/m^3
hardness 2K/(mu0 Ms^2) = 9.95 (no unit)
sqrt(AK) = 6.325 mJ/m^2
wall energy sigma = 25.30 mJ/m^2
lattice wall energy / sqrt(AK) = 3.9994 (no unit)
wall width pi sqrt(A/K) = 4.97 nm
dipolar length l = 31.46 nm
surface coefficient 7 zeta(3)/(2 pi^3) = 0.13569
stripe width coefficient = 2.7147 (no unit)
film: t, law width, minimized width (nm); excess (%); local exponent
     100    152.3    239.3   57.141  -0.1320
     250    240.7    269.5   11.935   0.3106
    1000    481.5    484.1    0.545   0.4841
    4000    963.0    963.0    0.001   0.4999
1000 nm film, wall energy per area = 52.26 mJ/m^2
1000 nm film, magnetostatic energy = 52.75 mJ/m^2
1000 nm film, uniform state energy = 402.12 mJ/m^2
first term (l=2) of alpha = 0.42188 (no unit)
alpha from harmonic series = 0.485446 (no unit)
alpha from Coulomb integral = 0.485446 (no unit)
radius coefficient 18/(1-alpha) = 34.982 (no unit)
radius with coefficient 36 = 283.1 nm
radius with computed alpha = 275.1 nm
radius from numerical crossing = 275.1 nm
excess of estimate = 2.91 %
computed radius / wall width = 55.4
path barrier / uniform energy = 0.1163 (no unit)
wall position at highest sampled point = 0.70 R
```
